\section*{Same-Spin and Opposite-Spin Terms in Second-Order Magnetic Anisotropy}

Let $\mathbf n$ be the unit vector along which the majority spins of a collinear ferromagnet point, and let $z$ be the normal of the interface. The anisotropy energy is defined as
\begin{equation}
K=E(\mathbf n=\hat x)-E(\mathbf n=\hat z),
\end{equation}
so that $K>0$ favours magnetization along the normal and $K<0$ favours the in-plane direction $x$. Atomic units with $\hbar=1$ are used in the algebra. The orbital angular momentum $\mathbf L$ is then dimensionless, the spin is $\mathbf S=\boldsymbol\sigma/2$ with Pauli matrices $\boldsymbol\sigma$, and the spin-orbit parameter $\xi$ is an energy.

The electrons are treated as independent particles with the Hamiltonian
\begin{equation}
H(\mathbf n)=h_\uparrow P_+(\mathbf n)+h_\downarrow P_-(\mathbf n)+V,\qquad
P_\pm=\tfrac12(1\pm\mathbf n\cdot\boldsymbol\sigma),\qquad V=\xi\,\mathbf L\cdot\mathbf S .
\end{equation}
The operators $h_\uparrow$ and $h_\downarrow$ act on the orbital part alone and contain the crystal field, the bonding across the interface and the exchange field. They are real, which expresses time-reversal symmetry of each spinless problem. They are also held fixed while $\mathbf n$ turns. The energy $E$ is the sum of the occupied eigenvalues of $H$. The self-consistent response of the potential to the spin-orbit coupling and the dipolar energy of the magnetization are therefore left out.

Without $V$ the eigenstates are products $|o\sigma\rangle|\chi_\sigma(\mathbf n)\rangle$ of an orbital and a spinor quantized along $\mathbf n$. Turning $\mathbf n$ changes the spinors but neither the orbitals nor their energies, so all anisotropy in this model comes from $V$. Let $o$ label occupied and $u$ empty states, and let
\begin{equation}
\Delta_{uo}=\varepsilon_u-\varepsilon_o>0 .
\end{equation}
The matrix elements of $V$ between the two groups are assumed small compared with these differences.

To obtain the energy in a way that tolerates degeneracies among the occupied states, split $V=V_d+V_x$, where $V_d$ acts within the occupied and within the empty group and $V_x$ connects the two. Transform $H$ to $e^{-G}He^{G}$ with an anti-Hermitian $G$ that also connects the two groups and satisfies $[H_0,G]=-V_x$, where $H_0=H-V$. In components,
\begin{equation}
G_{uo}=-\frac{V_{uo}}{\Delta_{uo}},\qquad G_{ou}=\frac{V_{ou}}{\Delta_{uo}} .
\end{equation}
Expanding the exponentials to second order gives
\begin{align}
e^{-G}He^{G}&\simeq H_0+V_d+V_x+[H_0,G]+[V_d,G]+[V_x,G]+\tfrac12[[H_0,G],G]\nonumber\\
&=H_0+V_d+[V_d,G]+\tfrac12[V_x,G].
\end{align}
The term $[V_d,G]$ still connects the two groups, but it is itself of second order and changes the energy only from fourth order on. The sum of the occupied eigenvalues is thus the trace of the occupied block. The diagonal elements of the last term are
\begin{equation}
\tfrac12\sum_u\left(V_{ou}G_{uo}-G_{ou}V_{uo}\right)=-\sum_u\frac{|V_{uo}|^2}{\Delta_{uo}},
\end{equation}
and hence
\begin{equation}
E=\sum_o\varepsilon_o+\sum_oV_{oo}-\sum_{o,u}\frac{|V_{uo}|^2}{\Delta_{uo}}+O(\xi^3).
\label{second}
\end{equation}
Transitions between two occupied states do not appear, because mixing within the occupied block leaves its trace unchanged.

The first-order term vanishes. The orbitals can be chosen real, while $\mathbf L=-i\,\mathbf r\times\nabla$ is imaginary. The expectation value of $L_i$ in a real orbital is therefore imaginary, and being the expectation value of a Hermitian operator it is also real, so it is zero. For a degenerate level this argument requires the whole level to be occupied, so that the trace may be taken in real orbitals. Between different real orbitals one may write
\begin{equation}
\langle o|L_i|u\rangle=i\,l_i,\qquad l_i\ \text{real}.
\label{real}
\end{equation}

The spin factors follow from a right-handed frame $(\mathbf e_1,\mathbf e_2,\mathbf n)$, in which
\begin{equation}
\mathbf L\cdot\mathbf S=\tfrac12\left(L_1\sigma_1+L_2\sigma_2+L_n\sigma_n\right),\qquad L_n=\mathbf n\cdot\mathbf L .
\end{equation}
The spinors $\chi_\pm$ are eigenvectors of $\sigma_n$ with eigenvalues $\pm1$. The other two components have no diagonal elements, and with the usual phases $\langle\chi_+|\sigma_1|\chi_-\rangle=1$ and $\langle\chi_+|\sigma_2|\chi_-\rangle=-i$. Therefore
\begin{align}
\langle\chi_\pm|\mathbf L\cdot\mathbf S|\chi_\pm\rangle&=\pm\tfrac12L_n,\\
\langle\chi_\pm|\mathbf L\cdot\mathbf S|\chi_\mp\rangle&=\tfrac12(L_1\mp iL_2).
\end{align}
A transition that conserves the spin uses the component of $\mathbf L$ along the magnetization. A transition that reverses it uses the two transverse components.

Inserting (\ref{real}) gives the squared elements. For equal spins the result is $l_n^2/4$, whichever the spin. For opposite spins,
\begin{equation}
\tfrac14|il_1\pm l_2|^2=\tfrac14(l_1^2+l_2^2)=\tfrac14\left(|\mathbf l|^2-l_n^2\right),
\label{flip}
\end{equation}
where the last step uses the fact that the length of $\mathbf l$ does not depend on the frame.

Take the same-spin transitions first. Equation (\ref{second}) gives
\begin{equation}
E_{\rm same}(\hat z)=-\frac{\xi^2}{4}\sum_{o,u}^{\rm same}\frac{l_z^2}{\Delta_{uo}},\qquad
E_{\rm same}(\hat x)=-\frac{\xi^2}{4}\sum_{o,u}^{\rm same}\frac{l_x^2}{\Delta_{uo}} .
\end{equation}
Subtracting the first from the second and restoring the matrix elements, one finds
\begin{equation}
\boxed{K_{\rm same}=\frac{\xi^2}{4}\sum_\sigma\sum_{o,u}
\frac{|\langle o\sigma|L_z|u\sigma\rangle|^2-|\langle o\sigma|L_x|u\sigma\rangle|^2}{\varepsilon_{u\sigma}-\varepsilon_{o\sigma}} }
\label{same}
\end{equation}
The factor $1/4$ is the square of the spin $1/2$. The positive sign of the $L_z$ term arises because coupling through $L_z$ lowers the energy when the spins point along $z$.

For opposite spins the transverse components are $x,y$ when $\mathbf n=\hat z$, and $y,z$ when $\mathbf n=\hat x$. Hence
\begin{align}
K_{\rm opp}&=-\frac{\xi^2}{4}\sum_{o,u}^{\rm opp}\frac{(l_y^2+l_z^2)-(l_x^2+l_y^2)}{\Delta_{uo}}
=-\frac{\xi^2}{4}\sum_{o,u}^{\rm opp}\frac{l_z^2-l_x^2}{\Delta_{uo}},
\end{align}
that is,
\begin{equation}
\boxed{K_{\rm opp}=-\frac{\xi^2}{4}\sum_{\sigma\neq\sigma'}\sum_{o,u}
\frac{|\langle o\sigma|L_z|u\sigma'\rangle|^2-|\langle o\sigma|L_x|u\sigma'\rangle|^2}{\varepsilon_{u\sigma'}-\varepsilon_{o\sigma}} }
\label{opp}
\end{equation}
The sum includes transitions from occupied majority to empty minority states and, where they exist, the converse. The $L_y$ terms have dropped out because $y$ is transverse to both directions compared.

The reversal has a simple origin. For one pair of orbitals, the conserving weight $l_n^2$ and the flipping weight $|\mathbf l|^2-l_n^2$ add up to a quantity independent of $\mathbf n$. Whatever a rotation of the magnetization adds to the first, it removes from the second. The nonmagnetic limit makes the same point. If $h_\uparrow=h_\downarrow$, each orbital pair occurs twice with equal and twice with opposite spins, always with the same denominator, so that $K_{\rm same}+K_{\rm opp}=0$. This must be so, since without exchange nothing in $H$ depends on $\mathbf n$. In a test with five orbitals of no symmetry, the two channels, each obtained by diagonalizing with its own part of $V$, gave $+0.11941$ and $-0.11941\ \mathrm{eV}^{-1}$ for $K/\xi^2$. Exchange makes a net second-order anisotropy possible by giving the two channels different orbitals, occupations and denominators.

For a general direction it is useful to collect, for each channel, the symmetric matrix $A_{ij}=\sum l_il_j/\Delta_{uo}$. Then
\begin{equation}
E_{\rm same}=-\frac{\xi^2}{4}\,\mathbf n\cdot A^{\rm same}\mathbf n,\qquad
E_{\rm opp}=-\frac{\xi^2}{4}\left(\operatorname{Tr}A^{\rm opp}-\mathbf n\cdot A^{\rm opp}\mathbf n\right).
\end{equation}
These forms were tested channel by channel against exact diagonalization for oblique axes and different majority and minority orbitals. The largest error in the coefficient of $\xi^2$ was $3.6\times10^{-10}\ \mathrm{eV}^{-1}$. At an interface with a fourfold axis, invariance under the quarter turn requires $A_{xx}=A_{yy}$ and removes the off-diagonal elements. With $\theta$ the angle between $\mathbf n$ and $z$,
\begin{equation}
\mathbf n\cdot A\mathbf n=A_{zz}+(A_{xx}-A_{zz})\sin^2\theta ,
\end{equation}
and both channels together give $E=\text{const}+K\sin^2\theta$ at this order.

In a crystal the Bloch orbitals are complex, and (\ref{real}) cannot be used at a given wave vector $\mathbf k$. The flip weight then contains a cross term:
\begin{equation}
|L_1\mp iL_2|^2=|L_1|^2+|L_2|^2\pm2\,\mathrm{Im}(L_1^*L_2),
\end{equation}
where $L_i$ stands for the matrix element. Time reversal of the spinless problem gives $h_\sigma(-\mathbf k)=h_\sigma(\mathbf k)^*$, so the orbitals at $-\mathbf k$ are the complex conjugates of those at $\mathbf k$ and have the same energies. Since $\mathbf L$ is imaginary in a real basis,
\begin{equation}
\langle o^*|L_i|u^*\rangle=-\langle o|L_i|u\rangle^* .
\end{equation}
The squares are unchanged, while $L_1^*L_2$ goes over into its complex conjugate and its imaginary part changes sign. The cross term cancels between $\mathbf k$ and $-\mathbf k$, and so does the first-order energy. Equations (\ref{same}) and (\ref{opp}) therefore hold for the average over the Brillouin zone of a gapped system, with the moduli as written. In a numerical test, leaving out the cross term caused an error of up to $2.2\times10^{-2}\ \mathrm{eV}^{-1}$ in the flip coefficient at a single $\mathbf k$. Averaging over the pair reduced it to $2.3\times10^{-10}\ \mathrm{eV}^{-1}$.

An interface usually joins atoms $a$ with different spin-orbit parameters. In that case $\xi\mathbf L$ is replaced by $\sum_a\xi_a\mathbf L_a$, with each $\mathbf L_a$ acting on its own site. The derivation used only that the orbital operator is Hermitian and imaginary, so the signs stay the same. The squared matrix elements now also contain products of contributions from different atoms, and the anisotropy is in general not a sum of single-atom terms.

As an example, take one interface site with five $d$ orbitals in a fourfold field. The majority levels are $0$ for $xz$ and $yz$, $0.5$ for $xy$, $0.9$ for $x^2-y^2$ and $1.3$ eV for $z^2$. The minority levels lie higher by the exchange splitting $J=2$ eV, and $\xi=0.05$ eV. These are round model parameters and stand for no particular material.

The matrix elements follow from the polynomials $xy$, $yz$, $xz$, $p=(x^2-y^2)/2$ and $q=(2z^2-x^2-y^2)/(2\sqrt3)$, which have equal norms on the sphere. With $L_z=-i(x\partial_y-y\partial_x)$ and $L_x=-i(y\partial_z-z\partial_y)$,
\begin{align}
L_z\,xy&=-i(x^2-y^2)=-2i\,p, & L_z\,xz&=i\,yz,\nonumber\\
L_x\,yz&=-i(y^2-z^2)=i(\sqrt3\,q+p), & L_x\,xz&=-i\,xy .
\end{align}
Moreover $L_zq=0$. The squared elements are thus $4$ for $xy\leftrightarrow x^2-y^2$ and $1$ for $xz\leftrightarrow yz$ through $L_z$. Through $L_x$ they are $3$ for $yz\leftrightarrow z^2$, and $1$ each for $yz\leftrightarrow x^2-y^2$ and $xz\leftrightarrow xy$.

With eight electrons the majority shell is full, and the minority electrons occupy $xz$, $yz$ and $xy$. The prefactor is $\xi^2/4=0.000625\ \mathrm{eV}^2$, and the same-spin sum has three terms:
\begin{equation}
K_{\rm same}=0.000625\left(\frac{4}{0.4}-\frac{3}{1.3}-\frac{1}{0.9}\right)\mathrm{eV}=+0.00411\ \mathrm{eV}.
\end{equation}
The pair $xy$, $x^2-y^2$ straddles the Fermi level with the smallest gap and the largest element, and it is coupled by $L_z$. It favours the normal direction. In the opposite-spin channel the same orbital pairs appear with each gap increased by $J$ and the signs reversed:
\begin{equation}
K_{\rm opp}=-0.000625\left(\frac{4}{2.4}-\frac{3}{3.3}-\frac{1}{2.9}\right)\mathrm{eV}=-0.00026\ \mathrm{eV}.
\end{equation}
The total is $K=+0.00386$ eV per site. For a square cell of side $3$ angstrom this amounts to $0.00043$ eV per square angstrom, or $0.0069\ \mathrm{J\,m^{-2}}$. It belongs to an isolated site with sharp levels and does not estimate the anisotropy of a real interface, where the levels broaden into bands.

The reversed sign belongs to each matrix element and does not force the channel totals to oppose each other. With seven electrons the minority $xy$ orbital is empty. No same-spin transition through $L_z$ remains, and
\begin{equation}
K_{\rm same}=-0.000625\left(\frac{3}{1.3}+\frac{1}{0.9}+\frac{1}{0.5}\right)\mathrm{eV}=-0.00339\ \mathrm{eV}.
\end{equation}
For opposite spins, by contrast, both $xy\to x^2-y^2$ and the converse are open, with gaps of $2.4$ and $1.6$ eV:
\begin{equation}
K_{\rm opp}=-0.000625\left(\frac{4}{2.4}+\frac{4}{1.6}-\frac{3}{3.3}-\frac{1}{2.9}-\frac{1}{2.5}\right)\mathrm{eV}=-0.00157\ \mathrm{eV}.
\end{equation}
Here the channels reinforce each other, and $K=-0.00496$ eV. With nine electrons only the minority $z^2$ orbital is empty. The single pair $yz$, $z^2$ then gives $-0.00144$ and $+0.00057$ eV, which partly cancel.

With five electrons the majority shell is full and the minority shell empty, so $K_{\rm same}=0$ and the anisotropy comes from opposite spins alone. Every orbital pair now occurs in both directions, with gaps $J+\delta$ and $J-\delta$, where $\delta$ is the crystal-field difference. Since
\begin{equation}
\frac1{J+\delta}+\frac1{J-\delta}=\frac{2J}{J^2-\delta^2}=\frac2J+\frac{2\delta^2}{J^3}+\dots,
\end{equation}
the leading term multiplies the difference between the sums of all $|L_z|^2$ and all $|L_x|^2$. Over the complete shell these sums are equal: counting each pair once, $4+1=3+1+1$. For $J$ large compared with the crystal field, the anisotropy of the half-filled shell therefore falls as $J^{-3}$. In the other fillings considered here $K_{\rm same}$ does not depend on $J$. At $J=2$ eV the full expression gives
\begin{equation}
K=-0.000625\left(\frac{16}{3.84}+1-\frac{12}{2.31}-\frac{4}{3.19}-\frac{4}{3.75}\right)\mathrm{eV}=+0.00147\ \mathrm{eV}.
\end{equation}

Exact diagonalization at $\xi=0.05$ eV gives $+0.00155$, $-0.00481$, $+0.00370$ and $-0.00086$ eV for five, seven, eight and nine electrons. The deviations are between about 2 and 6 per cent of the second-order values. For eight electrons the ratio of exact to second-order $K$ falls from $0.96$ at $\xi=0.05$ eV to $0.70$ at $0.2$ eV and $0.41$ at $0.4$ eV. Part of this can be read from the minority pair $xy$, $x^2-y^2$. For $\mathbf n=\hat z$ its conserving matrix element has modulus $\xi$, and with the gap $\Delta=0.4$ eV the lower level of the isolated pair drops by
\begin{equation}
\sqrt{\frac{\Delta^2}{4}+\xi^2}-\frac\Delta2=\frac{\xi^2}{\Delta}-\frac{\xi^4}{\Delta^3}+\dots
\end{equation}
The quadratic growth gradually weakens as $\xi$ approaches and passes $\Delta/2$, and it becomes linear only when $\xi$ is much larger than $\Delta/2$. At $\xi=0.05$ eV the quartic term is $0.0001$ eV, whereas the whole deviation is $0.00015$ eV. The remainder comes mainly from the term of third order in $\xi$, which lowers $K$ by about $0.00006$ eV.

The expansion fails altogether when a degenerate level is partly filled. With six electrons a single minority electron would occupy the pair $xz$, $yz$. For $\mathbf n=\hat z$ the coupling splits this pair by first-order shifts $\pm\xi/2$, because $L_z$ has eigenvalues $\pm1$ in it. For $\mathbf n=\hat x$ there is no first-order splitting, because $L_x$ does not connect $xz$ with $yz$. To leading order the anisotropy is then $K=+\xi/2$, linear in $\xi$ and outside (\ref{same}) and (\ref{opp}). At $\xi=0.05$ eV this leading term is $0.025$ eV, while exact diagonalization gives $0.0197$ eV. The difference is mainly of second order in $\xi$. In a metal, pairs of states close to the Fermi level with $\Delta_{uo}$ comparable to $\xi$ need the same care: their coupling has to be diagonalized, and their contribution cannot be taken from the second-order sums. A metal also has a contribution of order $\xi^2$ that (\ref{same}) and (\ref{opp}) do not contain, even when all gaps between bands are large compared with $\xi$. Without inversion symmetry, as at an interface, a Bloch state can have $\langle L_n\rangle\neq0$. The first-order shifts $\pm\tfrac12\xi\langle L_n\rangle$ are opposite at $\mathbf k$ and $-\mathbf k$ and move electrons across the Fermi level $\varepsilon_F$, which lowers the energy by $\tfrac18\xi^2\sum_{\mathbf k}\delta(\varepsilon_{\mathbf k}-\varepsilon_F)\langle L_n\rangle^2$ for each nondegenerate band. This term depends on $\mathbf n$ and can exceed the interband sums, so the boxed formulas are complete only for a gapped system.

\section*{Computed values}
\begin{verbatim}
INPUTS
majority level xy: 0.50 eV
majority level yz: 0.00 eV
majority level z2: 1.30 eV
majority level xz: 0.00 eV
majority level x2-y2: 0.90 eV
exchange splitting: 2.00 eV
spin-orbit parameter xi: 0.050 eV
square cell side: 3.00 angstrom
ORBITAL PAIRS, 8 electrons (contributions to K)
xy -> x2-y2: |Lz|^2 = 4.00, |Lx|^2 = 0.00
  gaps: same 0.40 eV, opposite 2.40 eV
  K: same +0.006250 eV, opposite -0.001042 eV
yz -> z2: |Lz|^2 = 0.00, |Lx|^2 = 3.00
  gaps: same 1.30 eV, opposite 3.30 eV
  K: same -0.001442 eV, opposite +0.000568 eV
yz -> x2-y2: |Lz|^2 = 0.00, |Lx|^2 = 1.00
  gaps: same 0.90 eV, opposite 2.90 eV
  K: same -0.000694 eV, opposite +0.000216 eV
FILLINGS: K = E(x) - E(z), in eV per site
N   same-spin   opposite    sum         exact diag.
5   +0.000000   +0.001468   +0.001468   +0.001549
7   -0.003387   -0.001570   -0.004957   -0.004812
8   +0.004113   -0.000258   +0.003855   +0.003703
9   -0.001442   +0.000568   -0.000874   -0.000860
RANGE OF VALIDITY, 8 electrons
xi = 0.025 eV: second order +0.000964 eV, exact +0.000950 eV, ratio 0.9856
xi = 0.050 eV: second order +0.003855 eV, exact +0.003703 eV, ratio 0.9604
xi = 0.100 eV: second order +0.015421 eV, exact +0.013657 eV, ratio 0.8856
xi = 0.200 eV: second order +0.061684 eV, exact +0.043233 eV, ratio 0.7009
xi = 0.400 eV: second order +0.246738 eV, exact +0.101498 eV, ratio 0.4114
MAIN RESULT, 8 electrons, second order
K per area: 0.000428 eV/angstrom^2 = 0.00686 J/m^2
TESTS (energy coefficients of xi^2, in 1/eV)
largest error, general orbitals and axes: 3.6e-10
largest flip error, k and -k averaged: 2.3e-10
largest flip error, single k: 2.2e-02
no exchange: same +0.11941, opposite -0.11941
\end{verbatim}
